Charge conservation from the soft-photon pole and Lorentz invariance

**1. The form of the answer**

Attach one photon of small four-momentum q to a spinless particle of mass m, momentum p and charge Q. To first order in Q the result is a four-vector. Its leading part varies as 1/q, because the particle line next to the photon is almost on its mass shell. A potential A multiplied by Q is a momentum, so the factor that multiplies QA must be an inverse momentum.

The vectors available are p^μ and q^μ. A term along q^μ has no effect on what follows, since q·q = 0 and a polarization vector ε obeys ε·q = 0. The coefficient of p^μ must scale as 1/q, and the scalars at hand are p·q and m²c², so dimensions leave

 number × Q p^μ/(p·q).

Contracting with q gives

 q·p/(p·q) = 1,

whatever the mass, speed or direction of the particle. The contraction therefore counts charges. It remains to find the number for incoming and outgoing particles, and to show that Lorentz invariance makes the total count vanish.

Conventions: SI units; metric (+,−,−,−); p = (E/c, p⃗); q = ħk = |q| n with n = (1,0,0,1), so the photon travels along z. The positive-helicity polarization vector is ε = (0,1,i,0)/√2. The amplitude without the photon is M₀, and that with the photon is

 N ε*·M, N = √(ħ/(2ε₀ωV)),

where V is the normalization volume and M^μ is a four-vector function of the momenta. The factors 1/√E of the normalized hard states are taken out. "Hard" means every particle except the soft photon. Hard particles are massive, and amplitudes are tree amplitudes.

**2. Simplest case: one spinless leg**

The wave equation (P − QA)²φ = m²c²φ, with P = iħ∂, becomes to first order in A

 (P² − m²c²)φ = Q(P·A + A·P)φ.

For emission, A is proportional to ε* exp(iq·x/ħ), which lowers the particle's momentum from k to k − q. The operator P gives k on the right of A and k − q on the left, so the vertex is Q(2k − q)^μ. The propagator is 1/(k² − m²c²).

An outgoing particle ends with momentum p, so it had k = p + q before emission. Since p² = m²c² and q² = 0,

 (p + q)² − m²c² = 2p·q,

and the leg contributes

 Q(2p + q)^μ/(2p·q) → +Q p^μ/(p·q).

An incoming particle starts with k = p and carries p − q into the hard process. Now

 (p − q)² − m²c² = −2p·q,

and the leg contributes

 −Q(2p − q)^μ/(2p·q) → −Q p^μ/(p·q).

The missing number is thus +1 for outgoing and −1 for incoming particles. An antiparticle enters with its own physical momentum and the opposite charge.

Limit: if a charge passes through undeflected, its outgoing and incoming terms cancel. A charge in uniform motion in vacuum has no soft radiation, as it should.

**3. What invariance demands of the photon amplitude**

Some Lorentz transformations leave q itself unchanged. Besides rotations about z there are the null rotations W(a,b). With u = t − z and ζ = (a² + b²)/2 they act on a vector (t,x,y,z) as

 t' = t + ax + by + ζu
 x' = x + au
 y' = y + bu
 z' = z + ax + by + ζu.

They are Lorentz transformations. Since t' − z' = u,

 t'² − z'² = u(t + z + 2ax + 2by + 2ζu)
 x'² + y'² = x² + y² + 2u(ax + by) + 2ζu²,

and the difference is t² − z² − x² − y². For n we have u = x = y = 0, so Wn = n. For ε we have t = z = 0, so

 Wε = ε + [(a + ib)/√2] n.

The polarization vector shifts along q. The photon state does not, for the following reason. Applying two null rotations in turn adds their parameters, so they commute, and on photon states of momentum q they can be diagonalized together, with phases exp[i(aα + bβ)]. A rotation about z turns (a,b) as a plane vector, and so turns the label (α,β). One state with a nonzero label would bring a whole circle of distinct polarization states. A particle with just the helicities ±1 therefore has α = β = 0, and W leaves its state unchanged.

Now transform the hard particles by W. The photon is the same photon before and after. For spinless hard particles, invariance requires

 ε*·M(Wp,q) = ε*·M(p,q).

Because q = Wq, covariance gives M(Wp,q) = W M(p,q). Moving W to the other factor of the scalar product turns it into its inverse W(−a,−b):

 ε*·WM = (W⁻¹ε*)·M = ε*·M − [(a − ib)/√2] n·M.

The last term must vanish for all a and b. Hence

 q·M = 0.

If the hard particles have spin, the same unitary rotations of their spin indices appear on both sides of the invariance condition, and the conclusion stands.

Limit: the effect on one leg can be seen directly. Since Wp·n = p·n,

 ε*·Wp/(Wp·n) = ε*·p/(p·n) − (a − ib)/√2.

For a particle at rest, p = mc(1,0,0,0) and ε*·p = 0. After the transformation Wp = mc(1+ζ, a, b, ζ), so ε*·Wp = −mc(a − ib)/√2 and Wp·n = mc. Their ratio is the stated shift. The shift is the same for every particle, which is why a sum over particles can be invariant if the charges balance.

**4. Many legs: the charge sum**

Add the emissions from all external legs:

 M^μ = M₀ [Σ_out Q p^μ/(p·q) − Σ_in Q p^μ/(p·q)] + R^μ.

The remainder R^μ stays finite as q → 0 under two conditions: the vertices are regular there, and the hard momenta are generic, so that internal lines are off their mass shells. Emission from an internal line then has no vanishing denominator. Momentum conservation also shifts the hard momenta by an amount of order q, which changes M₀ by order q. Multiplied by the pole 1/q, this is again finite.

Contract with q. Each ratio becomes 1, and q·R is of order q:

 0 = q·M = M₀ (Σ_out Q − Σ_in Q) + O(q).

The bracket does not depend on q. Letting q → 0 with M₀ ≠ 0 gives

 Σ_out Q = Σ_in Q.

A process with M₀ = 0 gives no condition; that is how a charge-violating process is consistent with the result, by not occurring. A particle that couples to the photon through the field strength alone has a vertex with an extra factor q, hence no pole, and counts as Q = 0.

Limits: if only one incoming and one outgoing particle are charged, their charges are equal. For a neutral particle decaying into two, the products have opposite charges.

The argument needs a massless photon. A massive spin-one particle can be brought to rest, where its three polarization vectors rotate among themselves. The shift along q, which produced the condition, is then absent.

**5. Hard particles with spin**

Take first an outgoing Dirac particle with row spinor ū, where ū p̸ = mc ū and p̸ = γ·p. The leg is

 Q ū γ^μ (p̸ + q̸ + mc)/(2p·q).

From γ^μ p̸ = 2p^μ − p̸ γ^μ,

 ū γ^μ(p̸ + mc) = 2p^μ ū − mc ū γ^μ + mc ū γ^μ = 2p^μ ū.

The pole is again Q p^μ/(p·q), with the spin untouched. The q̸ term is finite, and so is an added magnetic-moment (Pauli) vertex, which carries its own factor q.

For general spin s, the propagator near its pole is a sum over the spin states of the particle, so the pole needs only the vertex at zero photon momentum. It is assumed that this vertex does not change one species into another of equal mass. In the particle's rest frame its time part commutes with rotations, so it is a number times the unit matrix; this number defines Q. Its space part is a vector operator within one spin multiplet, hence proportional to the dimensionless spin matrices S⃗. The leg factor is therefore

 ±[Q p^μ + g s^μ]/(p·q), with s^μ = (0, S⃗) at rest.

The axial coupling of a massive fermion produces such a g term. It would spoil the counting, because q·s/(p·q) is not a constant. Invariance removes it, as follows.

The leading part of q·M = 0 now reads

 Σ_j η_j [Q_j + g_j q·s_j/(p_j·q)] M₀ = 0,

with η = +1 for outgoing and −1 for incoming particles, and each s_j acting on the spin index of its own particle. Multiply by the product of all p_j·q to get a polynomial in q that vanishes for every real null q. Up to scale, every such q except the direction (1,0,0,−1) can be written

 q = (1 + zw, z + w, −i(z − w), 1 − zw), w = z*.

A polynomial in z and w that vanishes whenever w = z* vanishes for independent z and w, so the condition also holds for complex null q of this form. These have q⁰ + q³ ≠ 0; the complex null vectors with q⁰ + q³ = 0, such as (0,1,i,0), are limits of them after rescaling, and the condition holds there by continuity.

Choose one particle j and a complex null q with p_j·q = 0, while the other p·q are nonzero; this is possible when no two hard four-momenta are parallel. All terms but one drop out, leaving

 g_j (S⃗·q⃗) M₀ = 0.

In the rest frame of j, q⁰ = 0 and q⃗·q⃗ = 0. Three such vectors are (1,i,0), (0,1,i) and (i,0,1), rotated together if one of them makes another p·q vanish. Their determinant is 1 − i, so they span the space and g_j S_i M₀ = 0 for each component. Apply S_i once more and sum over i:

 g_j s(s + 1) M₀ = 0.

For s > 0 and M₀ ≠ 0 this gives g_j = 0. The step needs non-parallel momenta: two outgoing spin-1/2 particles with parallel momenta and equal g/m, in a singlet state, cancel each other's g terms. For generic momenta, and with the assumption above on the vertex, the charge sum of section 4 then holds for massive particles of any spin.

Limit: for s = 0 there is no spin matrix, and the leg of section 2 returns.

**6. A model in which every diagram can be summed**

Let spinless particles react as 1 + 2 → X → 3 + 4, with momentum-independent couplings at the two vertices. Put P = p₁ + p₂, so that p₃ + p₄ = P − q, and

 G(k) = 1/(k² − M_X²c²).

With the couplings divided out, M₀ = G(P). There are five diagrams, and each can be contracted with q without approximation.

An outgoing leg gives q·(2p + q)/(2p·q) = 1. X has already propagated with momentum P, so the term is Q G(P). An incoming leg gives −1, and X carries P − q, so the term is −Q G(P − q). Emission by X has the vertex Q_X(2P − q)^μ between two propagators, and

 q·(2P − q) = 2P·q = P² − (P − q)² = 1/G(P) − 1/G(P − q).

Multiplying by Q_X G(P)G(P − q) gives Q_X[G(P − q) − G(P)]. In total

 q·M = G(P)(Q₃ + Q₄ − Q_X) + G(P − q)(Q_X − Q₁ − Q₂).

As q → 0 the charge Q_X cancels, and M₀ times the external charge difference remains. At finite q the two propagators differ, so full invariance requires charge balance at each vertex. The soft pole sees the external total.

Take masses of 1.0, 2.0, 1.5 and 1.0 × 10⁻²⁷ kg for particles 1 to 4, M_X = 2.0 × 10⁻²⁷ kg, and a centre-of-mass energy of 5.0 × 10⁻²⁷ kg × c². Particles 1 and 2 approach along ±(2,1,2)/3. Particles 3 and 4 leave along ±(−1,2,2)/3 in the frame where their total three-momentum vanishes, which is reached by a pure boost along z. The null rotation has a = 0.3 and b = 0.4. Three sets of charges, in units of e, are compared:

 balanced: Q₁…Q₄ = 2, −1, 1, 0; Q_X = 1
 unbalanced: Q₁…Q₄ = 2, −1, 1, 1; Q_X = 2
 wrong X: Q₁…Q₄ = 2, −1, 1, 0; Q_X = 0

Summing the diagrams gives these values of q·M/(eM₀) for |q| = 10⁻²⁰, 10⁻²¹ and 10⁻²² kg m/s:

 balanced: 0, 0, 0
 unbalanced: 1.0161, 1.0016, 1.0002
 wrong X: −0.0161, −0.0016, −0.0002

In the unbalanced set the second vertex balances, so q·M/(eM₀) = G(P − q)/G(P), which tends to the charge excess 1. With the wrong X it is 1 − G(P − q)/G(P), which vanishes in proportion to |q|. The change of ε*·M under W is larger by a factor of order 1/|q|. It therefore grows like the pole in the unbalanced set and stays finite with the wrong X.

**7. What two observers would see**

At |q| = 10⁻²² kg m/s (ω = 2.84 × 10²⁰ rad/s), particle 1 has

 p₁ = (6.595, 3.916, 1.958, 3.916) × 10⁻¹⁹ kg m/s,

so p₁·n = (6.595 − 3.916) × 10⁻¹⁹ = 2.679 × 10⁻¹⁹ kg m/s, and

 ε*·p₁/(p₁·n) = −(3.916 − 1.958i)/(√2 × 2.679) = −1.034 + 0.517i.

The four ratios before and after the null rotation are

 1: −1.034 + 0.517i → −1.246 + 0.800i
 2: 0.225 − 0.112i → 0.013 + 0.170i
 3: 0.427 + 0.854i → 0.215 + 1.137i
 4: −0.133 − 0.266i → −0.345 + 0.016i

Each shifts by −(0.3 − 0.4i)/√2 = −0.212 + 0.283i. Let Σ be the sum of the ratios weighted by ηQ/e. For the balanced charges

 Σ = r₃ − 2r₁ + r₂ = 2.719 − 0.292i

before and after. For the unbalanced charges r₄ is added, and

 Σ = 2.586 − 0.559i → 2.374 − 0.276i.

To turn Σ into a probability, note that the soft amplitude relative to M₀ is N eΣ/(ħk). Multiply its square by the number of photon states, V k² dk dΩ/(8π³), and use N² = ħ/(2ε₀ckV):

 dw = [e²/(16π³ε₀ħc)] |Σ|² (dω/ω) dΩ.

The prefactor is 1.848 × 10⁻⁴ per steradian.

Limit: let a charge e start from rest and reach a speed v ≪ c. Summed over both helicities, |Σ|² = (v/c)² sin²θ, whose integral over angles is (8π/3)(v/c)². Multiplying by ħω gives the energy per unit ω,

 ħ × e²/(16π³ε₀ħc) × (8π/3)(v/c)² = e²v²/(6π²ε₀c³).

Larmor's power e²v̇²/(6πε₀c³) gives the same. By Parseval's theorem, ∫v̇²dt = (1/π)∫|∫v̇ exp(iωt)dt|²dω over positive ω, and the inner integral tends to v at low frequency.

For the balanced charges the probability per unit ln ω and steradian, for positive helicity, is 1.383 × 10⁻³ before and after the null rotation. For the unbalanced charges it is

 1.848 × 10⁻⁴ × (2.586² + 0.559²) = 1.294 × 10⁻³ before,
 1.848 × 10⁻⁴ × (2.374² + 0.276²) = 1.056 × 10⁻³ after,

a fall of 18 per cent relative to the first value. The photon has the same momentum and helicity in both descriptions, and since W leaves q fixed, the element (dω/ω)dΩ is unchanged there too. Two observers would assign different probabilities to one and the same event. Lorentz invariance excludes this, and with it, for the case treated here, any process in which the total charge changes. That case is: tree amplitudes, massive hard particles with generic momenta, vertices regular at q = 0, and a photon vertex that does not change one species into another of equal mass.

Numbers in the example were calculated in double precision.
